# Debye-Hückel lowering of charged-defect formation energies and its limits: test program

```python
"""Debye-Hueckel lowering of charged-defect formation free energies.
Result under test: a mobile charge z*e is lowered by z^2*Delta, where
Delta = kT*lB*kappa/2, lB = e^2/(4 pi eps0 eps_r kT) and
kappa^2 = 4 pi lB sum(z^2 c). With neutrality, a dominant D(2+)/A(-)
pair obeys D = D0*exp(u), u = lB*kappa = -2 W0(-u0/2), for u0 <= 2/e.
D0, u0: values without interactions. a: distance of closest approach.
Lengths are in nm, densities in nm^-3 and energies in eV internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

KB = const.k / const.e
EPS_R = 20.0
CLOSEST = 0.5
SITES = 20.0
GAP = 3.0
E_DONOR, E_ACCEPTOR = -2.2, 2.2
TO_CM3 = 1e21
# Species order: donor, acceptor, electron polaron, hole polaron
CHARGES = np.array([2.0, -1.0, -1.0, 1.0])
ENERGIES = np.array([E_DONOR, E_ACCEPTOR, GAP, 0.0])


def bjerrum(T):
    return const.e**2 / (4*np.pi*const.epsilon_0*EPS_R*const.k*T) * 1e9


def ideal_donor(T):
    return SITES * 4**(-1/3) * np.exp(-(E_DONOR + 2*E_ACCEPTOR)/(3*KB*T))


def screening(T, donor):
    """Inverse Debye length for D(2+) balanced by twice as many A(-)."""
    return np.sqrt(4*np.pi*bjerrum(T)*(4*donor + 2*donor))


def ideal_u(T):
    return bjerrum(T) * screening(T, ideal_donor(T))


def pair_solution(T):
    u = float(np.real(-2*lambertw(-ideal_u(T)/2)))
    return u, ideal_donor(T)*np.exp(u)


def neutral_state(T, kappa):
    """Fermi level and all densities at a prescribed kappa."""
    kT = KB*T
    delta = kT*bjerrum(T)*kappa/2

    def densities(fermi):
        energy = ENERGIES + CHARGES*fermi - CHARGES**2*delta
        return SITES*np.exp(-energy/kT)

    fermi = brentq(lambda x: CHARGES @ densities(x), -1.0, 4.0, xtol=1e-13)
    return fermi, densities(fermi)


def updated_kappa(T, kappa):
    dens = neutral_state(T, kappa)[1]
    return np.sqrt(4*np.pi*bjerrum(T)*np.sum(CHARGES**2*dens))


def full_solution(T):
    kappa = 0.0
    for _ in range(500):
        new = updated_kappa(T, kappa)
        if abs(new - kappa) < 1e-11*new:
            return new, *neutral_state(T, new)
        kappa = new
    raise RuntimeError("screening iteration did not converge")


# Free energy from Gaussian charge fluctuations, in units of kT
def fluctuation_free_energy(kappa):
    def integrand(k):
        if k == 0:
            return 0.0
        x = (kappa/k)**2
        return k*k*(np.log1p(x) - x)/(4*np.pi**2)
    low = quad(integrand, 0, kappa, epsabs=1e-13, epsrel=1e-10)[0]
    high = quad(integrand, kappa, np.inf, epsabs=1e-13, epsrel=1e-10)[0]
    return low + high


T_test = 1000.0
lb_test = bjerrum(T_test)
dens_test = np.array([0.002, 0.004])
z_test = np.array([2.0, -1.0])


def kappa_of(dens):
    return np.sqrt(4*np.pi*lb_test*np.sum(z_test**2*dens))


kappa_test = kappa_of(dens_test)
mu_numeric = []
for i in range(2):
    step = np.zeros(2)
    step[i] = 1e-3*dens_test[i]
    diff = (fluctuation_free_energy(kappa_of(dens_test + step))
            - fluctuation_free_energy(kappa_of(dens_test - step)))
    mu_numeric.append(diff/(2*step[i]))
mu_formula = -z_test**2*lb_test*kappa_test/2
assert np.allclose(mu_numeric, mu_formula, rtol=2e-5)
f_numeric = fluctuation_free_energy(kappa_test)
assert np.isclose(f_numeric, -kappa_test**3/(12*np.pi), rtol=1e-6)


# Nonlinear charging work; w is the cloud potential over lB*kappa
def nonlinear_work(T, donor, z):
    lb, kappa = bjerrum(T), screening(T, donor)
    outer = CLOSEST + 12/kappa
    mesh = np.linspace(np.log(CLOSEST), np.log(outer), 180)
    nodes, weights = np.polynomial.legendre.leggauss(4)
    total = 0.0
    for node, weight in zip(nodes, weights):
        fraction = (node + 1)/2
        q = fraction*z

        def equation(s, y):
            r = np.exp(s)
            phi = lb*(q/r + kappa*y[0])
            charge = 2*donor*(np.exp(-2*phi) - np.exp(phi))
            return np.vstack((y[1], -y[1] - 4*np.pi*r*r*charge/kappa))

        def boundary(left, right):
            return np.array([left[1],
                             right[1] + (1 + kappa*outer)*right[0] + q])

        r = np.exp(mesh)
        decay = np.exp(-kappa*(r - CLOSEST))/(1 + kappa*CLOSEST)
        w = q*(decay - 1)/(kappa*r)
        slope = -w - q*decay
        sol = solve_bvp(equation, boundary, mesh, np.vstack((w, slope)),
                        tol=1e-5, max_nodes=10000)
        assert sol.success, sol.message
        total += weight/2*z*lb*kappa*sol.y[0, 0]
    return total


def nonlinear_u(T, donor):
    return -(nonlinear_work(T, donor, 2)
             + 2*nonlinear_work(T, donor, -1))/3


limit_densities = [1e-6, 1e-8]
limit_ratios = [nonlinear_u(T_test, d)/(lb_test*screening(T_test, d))
                for d in limit_densities]
assert abs(limit_ratios[1] - 1) < 0.01
assert abs(limit_ratios[1] - 1) < 0.5*abs(limit_ratios[0] - 1)

# Pair formula against the four-species neutrality problem
temperatures = [600, 700, 800, 900, 1000, 1200, 1400]
rows = []
for T in temperatures:
    u, donor = pair_solution(T)
    kappa, fermi, dens = full_solution(T)
    fermi0, dens0 = neutral_state(T, 0.0)
    delta = KB*T*bjerrum(T)*kappa/2
    assert np.isclose(dens[0], donor, rtol=0.01)
    assert np.allclose(np.log(dens[:2]/dens0[:2]), u, rtol=0.01)
    assert np.isclose(fermi - fermi0, delta, rtol=0.01)
    rows.append((T, dens0[0], dens[0], u, delta, fermi, fermi-fermi0,
                 u/(1 + kappa*CLOSEST), nonlinear_u(T, donor)))

# Equal magnitudes of all charges: E_F must stay where it was
def equal_charge_fermi(shift):
    z = np.array([1.0, -1.0, -1.0, 1.0])
    energy = np.array([-0.5, 1.9, GAP, 0.0])
    return brentq(lambda x: np.sum(z*np.exp(
        -(energy + z*x - z*z*shift)/(KB*T_test))), -1, 4, xtol=1e-13)


assert np.isclose(equal_charge_fermi(0), equal_charge_fermi(0.05), atol=1e-9)

# End of the limiting-law branch, by formula and from all four species
T_fold = brentq(lambda T: ideal_u(T) - 2/np.e, 1200, 1700)


def smallest_mismatch(T):
    result = minimize_scalar(
        lambda k: np.log(updated_kappa(T, k)/k), bounds=(1, 10),
        method="bounded", options={"xatol": 1e-6})
    return result.fun


T_fold_full = brentq(smallest_mismatch, 1200, 1700, xtol=0.01)
assert abs(T_fold_full/T_fold - 1) < 0.005


# Effect of a finite closest approach on existence and stability
def mismatch(log_kappa, T, radius):
    kappa = np.exp(log_kappa)
    kappa0 = screening(T, ideal_donor(T))
    return (2*log_kappa - 2*np.log(kappa0)
            - bjerrum(T)*kappa/(1 + kappa*radius))


def root_count(T, radius):
    grid = np.linspace(np.log(1e-3), np.log(1e3), 20001)
    signs = np.sign(mismatch(grid, T, radius))
    return int(np.count_nonzero(signs[1:] != signs[:-1]))


counts = [root_count(T, a) for T in (1200, 1600) for a in (0, CLOSEST)]
assert counts == [2, 1, 0, 1]
log_grid = np.linspace(-6, 6, 10001)
scaled = np.exp(log_grid)
for coupling, stable in ((15, True), (17, False)):
    curve = 2*log_grid - coupling*scaled/(2*(1 + scaled))
    assert (np.min(np.gradient(curve, log_grid)) > 0) == stable

# Practical failure temperatures
T_ideal = brentq(lambda T: pair_solution(T)[0] - np.log(1.1), 500, 1000)


def limiting_error(T):
    u, donor = pair_solution(T)
    return u - nonlinear_u(T, donor) - 0.1


T_linear = brentq(limiting_error, 700, 1400, xtol=0.5)
u_linear, d_linear = pair_solution(T_linear)
d_fold0 = ideal_donor(T_fold)
d_fold = d_fold0*np.exp(2)
u_fold_nonlinear = nonlinear_u(T_fold, d_fold)
assert u_fold_nonlinear < 1.4
log_k_finite = brentq(lambda x: mismatch(x, T_fold, CLOSEST), -7, 7)
k_finite = np.exp(log_k_finite)
d_finite = k_finite**2/(24*np.pi*bjerrum(T_fold))

print(f"Relative permittivity: {EPS_R:.1f}")
print(f"Closest approach: {CLOSEST:.2f} nm")
print(f"Site density of each species: {SITES*TO_CM3:.2e} cm^-3")
print(f"Polaron gap: {GAP:.2f} eV")
print(f"Donor energy at E_F=0: {E_DONOR:.2f} eV")
print(f"Acceptor energy at E_F=0: {E_ACCEPTOR:.2f} eV")
print(f"Test state: T={T_test:.0f} K, lB={lb_test:.4f} nm")
print(f"Test donor density: {dens_test[0]*TO_CM3:.2e} cm^-3")
print(f"Test kappa: {kappa_test:.5f} nm^-1")
for name, numeric, formula in zip(("D", "A"), mu_numeric, mu_formula):
    print(f"mu_{name}/kT: fluctuations {numeric:.6f}, formula {formula:.6f}")
for d, ratio in zip(limit_densities, limit_ratios):
    print(f"D={d*TO_CM3:.1e} cm^-3: nonlinear/limiting u {ratio:.5f}")
print("Densities: T [K], ideal D [cm^-3], DH D [cm^-3]")
for row in rows:
    print(f"{row[0]:5d} {row[1]*TO_CM3:.4e} {row[2]*TO_CM3:.4e}")
print("Energies: T [K], Delta [meV], E_F [eV], E_F shift [meV]")
for row in rows:
    print(f"{row[0]:5d} {1e3*row[4]:.3f} {row[5]:.5f} {1e3*row[6]:.3f}")
print("u at DH density: T [K], limiting, finite-size, nonlinear")
for row in rows:
    print(f"{row[0]:5d} {row[3]:.5f} {row[7]:.5f} {row[8]:.5f}")
print(f"Ideal density multiplied by 1.1 at: {T_ideal:.1f} K")
print(f"DH donor density there: {pair_solution(T_ideal)[1]*TO_CM3:.3e} cm^-3")
print(f"Limiting minus nonlinear u is 0.1 at: {T_linear:.1f} K")
print(f"Limiting u there: {u_linear:.4f}")
print(f"DH donor density there: {d_linear*TO_CM3:.3e} cm^-3")
print(f"Branch end, pair formula: {T_fold:.2f} K")
print(f"Branch end, four species: {T_fold_full:.2f} K")
print(f"Ideal donor density at branch end: {d_fold0*TO_CM3:.3e} cm^-3")
print(f"DH donor density at branch end: {d_fold*TO_CM3:.3e} cm^-3")
print(f"Debye length at branch end: {bjerrum(T_fold)/2:.4f} nm")
print(f"Nonlinear u at that density: {u_fold_nonlinear:.4f}")
print(f"Finite-size donor density at that T: {d_finite*TO_CM3:.3e} cm^-3")
print(f"Coupling b/a at that T: {2*bjerrum(T_fold)/CLOSEST:.3f}")
print(f"Roots at 1200 K: limiting {counts[0]}, finite-size {counts[1]}")
print(f"Roots at 1600 K: limiting {counts[2]}, finite-size {counts[3]}")
print("all assertions hold")
```

Printed output:

```
Relative permittivity: 20.0
Closest approach: 0.50 nm
Site density of each species: 2.00e+22 cm^-3
Polaron gap: 3.00 eV
Donor energy at E_F=0: -2.20 eV
Acceptor energy at E_F=0: 2.20 eV
Test state: T=1000 K, lB=0.8355 nm
Test donor density: 2.00e+18 cm^-3
Test kappa: 0.35495 nm^-1
mu_D/kT: fluctuations -0.593129, formula -0.593129
mu_A/kT: fluctuations -0.148282, formula -0.148282
D=1.0e+15 cm^-3: nonlinear/limiting u 0.99360
D=1.0e+13 cm^-3: nonlinear/limiting u 0.99890
Densities: T [K], ideal D [cm^-3], DH D [cm^-3]
  600 8.7220e+15 9.1057e+15
  700 6.6157e+16 7.2871e+16
  800 3.0237e+17 3.6056e+17
  900 9.8595e+17 1.3053e+18
 1000 2.5380e+18 3.8250e+18
 1200 1.0482e+19 2.2252e+19
 1400 2.8868e+19 1.0709e+20
Energies: T [K], Delta [meV], E_F [eV], E_F shift [meV]
  600 1.113 1.47973 1.113
  700 2.915 1.48352 2.915
  800 6.066 1.48866 6.066
  900 10.882 1.49547 10.881
 1000 17.672 1.50425 17.670
 1200 38.912 1.52946 38.902
 1400 79.034 1.57354 78.991
u at DH density: T [K], limiting, finite-size, nonlinear
  600 0.04306 0.04240 0.04348
  700 0.09666 0.09290 0.09603
  800 0.17598 0.16230 0.16767
  900 0.28061 0.24377 0.24983
 1000 0.41012 0.32930 0.33384
 1200 0.75241 0.48843 0.48668
 1400 1.30854 0.62379 0.61849
Ideal density multiplied by 1.1 at: 698.0 K
DH donor density there: 7.024e+16 cm^-3
Limiting minus nonlinear u is 0.1 at: 1036.3 K
Limiting u there: 0.4635
DH donor density there: 5.437e+18 cm^-3
Branch end, pair formula: 1477.40 K
Branch end, four species: 1476.73 K
Ideal donor density at branch end: 3.970e+19 cm^-3
DH donor density at branch end: 2.933e+20 cm^-3
Debye length at branch end: 0.2828 nm
Nonlinear u at that density: 0.7168
Finite-size donor density at that T: 6.658e+19 cm^-3
Coupling b/a at that T: 2.262
Roots at 1200 K: limiting 2, finite-size 1
Roots at 1600 K: limiting 0, finite-size 1
all assertions hold
```
